# Voltage Ramps for Constant Ion Energy on an Insulating Wafer

## The ramp law and the sheath above an insulator

When positive ions bombard an insulating wafer, their energy can be held constant by driving the electrode behind the wafer with a voltage that falls linearly in time. The magnitude of the slope is

$$
S=-\frac{dV_a}{dt}=\frac{J}{C},
$$

where $V_a$ is the electrode voltage, $J$ the ion current density and $C$ the capacitance per area between electrode and wafer surface. The law holds for a steady plasma potential, a steady ion current and a negligible electron current to the surface, once the ions have adjusted to the bias. It applies to a bias phase of finite length, because the charge that the ions deposit must later be removed by electrons.

The need for such a ramp arises in directional atomic layer etching. There the ions should have enough energy to remove a chemically modified surface layer, but not enough to sputter the material beneath it. On an insulator a constant electrode voltage does not give a constant ion energy: the arriving charge stays on the surface and raises its potential, so that later ions are accelerated less.

Take one dimension, with $x$ pointing from the plasma toward the wafer, and count current as positive in that direction. The plasma potential is $V_p$, the potential of the wafer surface is $V_s$, and the drop across the sheath is

$$
\phi=V_p-V_s>0 .
$$

An insulator of thickness $d$ and permittivity $\varepsilon$ lies between the surface and the electrode. It contains no free charge and carries no conduction current. Its electric field is therefore uniform and equal to $(V_s-V_a)/d$ along $x$. The displacement is

$$
D=\varepsilon\,\frac{V_s-V_a}{d}=C(V_s-V_a),\qquad C=\frac{\varepsilon}{d}.
$$

If several insulating layers lie in series, the same $D$ crosses all of them and their voltages $Dd_k/\varepsilon_k$ add. Then $1/C=\sum_k d_k/\varepsilon_k$. The capacitance in the ramp law is that of the whole stack between driven electrode and wafer surface, including any blocking capacitor referred to the wafer area.

Let $E_s$ be the field on the plasma side of the surface. It points toward the wafer, so $E_s>0$. Gauss's law says that the free surface charge $\sigma$ equals the displacement leaving the surface on the wafer side minus the displacement arriving from the plasma side:

$$
\sigma=C(V_s-V_a)-\varepsilon_0E_s .
$$

The surface charge changes through the ion current $J_w$ that lands and the electron current, whose magnitude is $J_e$:

$$
\frac{d\sigma}{dt}=J_w-J_e .
$$

Suppose now that the sheath is stationary. Then $\phi$ and $E_s$ are constant, no ions accumulate between plasma and wafer, and $J_w$ equals the current $J$ supplied by the plasma. Differentiating Gauss's law and using $dV_s/dt=dV_p/dt$, which follows from constant $\phi$, gives

$$
C\frac{d(V_p-V_a)}{dt}=J-J_e,
\qquad
\frac{d(V_a-V_p)}{dt}=-\frac{J-J_e}{C}.
$$

With constant $V_p$ and negligible $J_e$ this is the stated ramp. Its physical content is simple: the ions charge the insulator at the rate $J$, so the voltage across it must grow at the rate $J/C$. Since the surface is to stay where it is, the electrode must move down.

This argument shows that the slope is necessary for a stationary sheath. It does not say what happens for another slope, or whether the correct slope makes a changing sheath stop changing. Those questions require the charge stored in the sheath.

Total current, conduction plus displacement, gives the shortest route. Charge conservation in the gas reads $\partial\rho/\partial t+\partial j/\partial x=0$, while Gauss's law reads $\rho=\varepsilon_0\,\partial E/\partial x$. Substituting the second into the first gives

$$
\frac{\partial}{\partial x}\left(j+\varepsilon_0\frac{\partial E}{\partial t}\right)=0 .
$$

The quantity in brackets is thus the same throughout the gas. It also continues into the insulator: the time derivative of the surface equation, with $d\sigma/dt$ equal to the conduction current landing, gives $j+\varepsilon_0\,dE_s/dt=dD/dt$. The total current density is therefore $C\,d(V_s-V_a)/dt$ everywhere along the path.

Choose a fixed plane in the plasma, far enough from the wafer that its electric field is negligible. Ions cross it with the steady current density $J$. Let electrons cross it toward the wafer with number flux $\Gamma$, which contributes the current density $-e\Gamma$, with $e$ the elementary charge. If $N_e$ is the number of electrons per area between the plane and the wafer, their conservation requires

$$
\frac{dN_e}{dt}=\Gamma-\frac{J_e}{e},
\qquad
-e\Gamma=-J_e-e\frac{dN_e}{dt}.
$$

Equating the total current at the plane with that in the insulator yields

$$
C\frac{d(V_s-V_a)}{dt}=J-J_e-e\frac{dN_e}{dt}.
$$

To use this equation one must know how many electrons a change of $\phi$ expels. This follows from the structure of the sheath. Assume that the sheath is collisionless, that the ions are cold and singly charged with mass $M$, and that the electrons follow a Boltzmann distribution. Let $T_e$ be the electron temperature expressed in volts. At the sheath entrance both densities equal $n$, and the ions have speed

$$
u_0=m\,u_B,\qquad u_B=\sqrt{\frac{eT_e}{M}},\qquad J=enu_0 .
$$

Here $u_B$ is the Bohm speed and $m$ is a number somewhat larger than one. At a point where the potential has dropped by $U$ below $V_p$, energy conservation gives

$$
\frac12Mu^2=\frac12Mu_0^2+eU,
\qquad
u=u_0\sqrt{1+\frac{2U}{m^2T_e}} .
$$

The last form follows because $Mu_0^2=m^2eT_e$. In a steady sheath the ion flux is uniform, $n_iu=nu_0$, and therefore

$$
n_i=n\left(1+\frac{2U}{m^2T_e}\right)^{-1/2},
\qquad
n_e=n\,e^{-U/T_e}.
$$

The field is $E=dU/dx$, so Poisson's equation is $\varepsilon_0\,d^2U/dx^2=e(n_i-n_e)$. Multiply by $dU/dx$. The left side becomes the derivative of $\varepsilon_0E^2/2$, and the right side can be integrated over $U$. With $E=0$ where $U=0$,

$$
\frac{\varepsilon_0E^2}{2}
=en\int_0^U\left[\left(1+\frac{2U'}{m^2T_e}\right)^{-1/2}-e^{-U'/T_e}\right]dU'.
$$

The first integral is $m^2T_e[\sqrt{1+2U/(m^2T_e)}-1]$, and the second is $T_e(1-e^{-U/T_e})$. Introducing the Debye length through $\lambda^2=\varepsilon_0T_e/(en)$, we obtain

$$
E(U)=\frac{T_e}{\lambda}\sqrt{2\left[m^2\left(\sqrt{1+\frac{2U}{m^2T_e}}-1\right)+e^{-U/T_e}-1\right]} .
$$

The wall field is $E_s=E(\phi)$. The condition on $m$ appears for small $w=U/T_e$. Since $m^2(\sqrt{1+2w/m^2}-1)=w-w^2/(2m^2)+\cdots$ and $e^{-w}-1=-w+w^2/2-\cdots$, the square bracket becomes $w^2(1-1/m^2)/2$ to leading order. Thus

$$
E\simeq\frac{U}{\lambda}\sqrt{1-\frac1{m^2}},
$$

which is real and nonzero for $m>1$. The potential then fades exponentially toward the plasma, and a plane a few decay lengths upstream has a negligible field, as assumed above.

Now let $\phi$ change slowly compared with the time an ion needs to cross the sheath, and slowly enough that the sheath edge moves much more slowly than the ion speed $u_0$. The density profile then passes through steady profiles. These all have the same shape as functions of $U$; a larger $\phi$ adds a slice at the wafer. For an increase $d\phi$ the slice has thickness $dx=d\phi/E_s$, because $E_s$ is the potential drop per length there. Seen from the fixed wafer, the older profile has moved into the plasma by $dx$.

This motion has two effects on the electron column. The new slice contributes $ne^{-\phi/T_e}dx$ electrons per area, while a slice of undisturbed plasma containing $n\,dx$ electrons is displaced from the region. Consequently

$$
e\,dN_e=-en\left(1-e^{-\phi/T_e}\right)\frac{d\phi}{E_s}
=-K\,d\phi,
$$

$$
K(\phi)=\frac{en\left(1-e^{-\phi/T_e}\right)}{E(\phi)} .
$$

The quantity $K$ is a capacitance per area. It is larger than the purely electrostatic derivative $\varepsilon_0\,dE_s/d\phi$. Differentiating the first integral shows that the latter is $e(n_i-n_e)/E_s$, with both densities taken at the wafer. The difference,

$$
K-\varepsilon_0\frac{dE_s}{d\phi}=\frac{e(n-n_i)}{E_s},
$$

comes from ions. When the sheath grows, the profile needs fewer ions between plane and wafer than before, and the surplus lands on the surface in addition to $J$. A calculation that kept the landing current fixed at $J$ while the sheath moved would miss this part.

Insert $V_s=V_p-\phi$ and $e\,dN_e/dt=-K\,d\phi/dt$ in the total-current equation:

$$
C\left(\frac{dV_p}{dt}-\frac{d\phi}{dt}-\frac{dV_a}{dt}\right)
=J-J_e+K\frac{d\phi}{dt}.
$$

For constant $V_p$, with $S=-dV_a/dt$, collecting the terms in $d\phi/dt$ gives

$$
(C+K)\frac{d\phi}{dt}=CS-J+J_e .
$$

This is the slow dynamics of the bias. If $J_e$ is negligible, $d\phi/dt=0$ when $S=J/C$, whatever the value of $K$. The sheath capacitance affects how fast an error grows, but not the slope that avoids the error. Within this quasi-static model the slope is therefore sufficient as well as necessary.

The limiting cases help to separate the two capacitances. For a thin insulator, $C\gg K$, a constant electrode voltage with $S=0$ lets $\phi$ fall at nearly $J/C$. This rate becomes small as the layer becomes thin. For a very thick insulator, $C\ll K$, the required ramp $J/C$ continues to grow, while the slow equation would formally give a fall approaching $J/K$. That second limit lies outside the range of the equation. A fall at $J/(C+K)$ moves the sheath edge toward the wafer at the speed $J/[(C+K)E_s]\simeq u_0K/(C+K)$, which for $C\ll K$ equals $u_0$ whatever the density. The edge then keeps pace with the incoming ions, the steady profiles are not established, and $K$ no longer describes the response. The drop collapses faster than $J/K$, at first at a rate of order $Js/\varepsilon_0$, with $s$ the sheath width. The electrode is then coupled so weakly that most of its voltage changes appear across the insulator.

The equation also shows what the ramp does not do. With $J$ independent of $\phi$ and $J_e$ negligible, every value of $\phi$ is stationary at the same slope. The ramp preserves an ion energy but does not select it. Selection is the task of the voltage step that begins the bias phase.
## Setting the energy, and the size of the errors

In what follows, $\phi$ is the sheath drop, $C$ the insulator capacitance per area, $J$ the steady ion current density supplied by the plasma, $J_e$ the electron current density reaching the wafer, and $S$ the rate at which the electrode voltage falls. The sheath entrance has density $n$ and ion speed $u_0=mu_B$, with $T_e$ the electron temperature in volts. The first half gave the wall field $E(\phi)$ and

$$
(C+K)\frac{d\phi}{dt}=CS-J+J_e,
\qquad
K=\frac{en(1-e^{-\phi/T_e})}{E(\phi)} .
$$

For negligible $J_e$, $S=J/C$ holds $\phi$ constant.

Before the bias phase the wafer floats: ion and electron currents to it are equal. A Maxwellian electron population of density $n$ sends the flux $n\bar v/4$ to a surface that does not repel it, where $\bar v=\sqrt{8eT_e/(\pi m_e)}$ and $m_e$ is the electron mass. The saturated current is $J_{e0}=en\bar v/4$, and a repelling drop multiplies it by $e^{-\phi/T_e}$. The floating drop $\phi_0$ therefore satisfies

$$
J_{e0}e^{-\phi_0/T_e}=J,
\qquad
\phi_0=T_e\ln\frac{J_{e0}}{J} .
$$

Since $\bar v/4=\sqrt{eT_e/(2\pi m_e)}$, division by $u_0$ gives $J_{e0}/J=m^{-1}\sqrt{M/(2\pi m_e)}$.

At $t=0$ let the electrode voltage drop suddenly by $\Delta V$ and then fall at the rate $S=J/C$. Let $\phi_1$ be the sheath drop after the ions have settled. Immediately after the step the sheath is not quasi-static, because the ions have hardly moved. The final value can still be found by integrating the total-current equation between two steady states. The voltage $V_s-V_a$ changes by $-(\phi_1-\phi_0)+\Delta V+St$, and the electron column changes by $e\Delta N_e=-\int K\,d\phi$. Neglecting the electron current after the step,

$$
C\left[-(\phi_1-\phi_0)+\Delta V+St\right]
=Jt+\int_{\phi_0}^{\phi_1}K\,d\phi .
$$

The terms $CSt$ and $Jt$ cancel, leaving

$$
\Delta V=\phi_1-\phi_0+\frac1C\int_{\phi_0}^{\phi_1}K\,d\phi .
$$

The step must supply the added sheath drop and also the voltage across the insulator that goes with expelling electrons. Once $\phi$ is steady, an ion moves in a static potential and arrives with energy

$$
\mathcal E=e\phi_1+\frac12Mu_0^2
=e\left(\phi_1+\frac{m^2T_e}{2}\right).
$$

As an example take round parameters in the rough regime of a half-millimetre glass wafer in a dilute, low-pressure argon inductive plasma: relative permittivity 4, $J=0.2$ mA/cm², $T_e=3$ V and $m=1.2$. The target drop is 50 V and the bias phase lasts $T_b=5$ µs. The capacitance is

$$
C=\frac{4\varepsilon_0}{0.5\ \mathrm{mm}}=7.083\ \mathrm{pF/cm^2}.
$$

Hence

$$
S=\frac{0.2\ \mathrm{mA/cm^2}}{7.083\ \mathrm{pF/cm^2}}
=28.24\ \mathrm{V/\mu s},
$$

and the electrode falls by $28.24\times5=141.2$ V during the bias phase. This is almost three times the sheath drop being maintained.

From $J=enu_0$ the entrance density is $3.86\times10^9$ cm⁻³, and the Debye length is 0.207 mm. The current ratio $J_{e0}/J=89.7$ gives $\phi_0=3\ln89.7=13.5$ V. At 50 V the wall field is 441 V/cm, and the sheath capacitance is $K=1.40$ pF/cm², about one fifth of $C$. Numerical integration of $K$ from 13.5 to 50 V gives a sheath contribution of 9.0 V to the step:

$$
\Delta V=(50-13.5)+9.0=45.5\ \mathrm V .
$$

The entrance energy is $1.2^2\times3/2=2.16$ eV, so the predicted ion energy is 52.2 eV.

A particle simulation shows the behaviour without the quasi-static approximation. It follows the ions as moving sheets of charge through a region 4 mm long. At each time step of 2 ns it solves Poisson's equation with Boltzmann electrons, using Newton iteration, and joins the field to the charged surface and the insulator. The plasma potential and the incoming ion current are held fixed. Starting from a floating wafer, the 45.5 V step and the ramp $J/C$ bring the sheath drop to 50 V, averaged over the interval from 2 to 5 µs. In that interval it drifts by $-0.032$ V/µs, or about $-0.1$ V in all. Ions arriving then have a mean energy of 52.2 eV. Of all ions that land during the bias phase, including those already inside the sheath when the step comes, 94.6% are within 2 eV of the predicted energy.

With the same step and no ramp, the initial decay predicted at 50 V is

$$
\frac{J}{C+K}=\frac{0.2\ \mathrm{mA/cm^2}}{(7.08+1.40)\ \mathrm{pF/cm^2}}
\simeq23.6\ \mathrm{V/\mu s}.
$$

The simulated sheath drop ends at 13.5 V, the floating value, and no ion lands within 2 eV of 52.2 eV. In the steady 50 V sheath an ion takes 0.24 µs to travel from a potential drop of 1.5 V to the wafer. The quoted rate comes from the slow equation and is only a rough guide here, because the sheath edge moves at about $K/(C+K)\simeq1/6$ of $u_0$ and the ions are still adjusting to the step. The actual fall is faster, by about half in the first 0.1 µs and still by several percent near 1 µs.

Slopes that are wrong by one fifth show the slow dynamics more directly. With the other settings unchanged, the simulation gives an average drift between 2 and 5 µs of $-4.56$ V/µs for $0.8J/C$ and $4.77$ V/µs for $1.2J/C$. Numerical integration of the slow equation, started from the simulated drop at 2 µs, gives $-4.53$ and $4.79$ V/µs. Linear interpolation between the two simulated drifts places zero drift at

$$
\frac{S}{J/C}=0.8+0.4\,\frac{4.56}{4.56+4.77}=0.9955 .
$$

The small departure from one does not indicate a different law: the same interpolation applied to the two drifts from the slow equation gives 0.994. The two cases pass through different sheath drops, where $K$ and $J_e$ differ, so their drifts are not symmetric about zero.

For a small relative mismatch $\delta$ between $CS$ and the current that charges the surface, the change of sheath drop over the bias phase is approximately

$$
|\Delta\phi|\simeq\frac{|\delta|JT_b}{C+K}.
$$

Here $JT_b=1000$ pC/cm², so one percent corresponds to $10/8.48=1.18$ V, hence 1.18 eV in ion energy. The same estimate applies locally if the ion current varies over the wafer, provided charge does not spread along the surface. A region receiving 5% more current than the value used for the ramp then loses about 6 eV by the end of the phase. One electrode ramp cannot correct two regions with different values of $J/C$.

Electron current limits the simple slope $J/C$ to sheath drops well above the floating value. At 50 V its ratio to the ion current is

$$
\frac{J_e}{J}=89.7\,e^{-50/3}=5.2\times10^{-6},
$$

which is negligible here. At 20 V, with the same plasma, the ratio is $89.7e^{-20/3}\simeq0.11$. The stationary slope is then $(J-J_e)/C$, about 11% below $J/C$. Near the floating drop the required slope tends to zero, because the surface has no net current.

The falling ramp must end, and the deposited positive charge must be removed. Let the reset phase last $T_r$. Over a periodic cycle the ions deliver $J(T_b+T_r)$ to the surface. If few electrons land during the bias phase, they must deliver an equal charge during the reset, at a current density no greater than $J_{e0}$. Thus

$$
J(T_b+T_r)\le J_{e0}T_r,
\qquad
T_r\ge\frac{JT_b}{J_{e0}-J}.
$$

For the example the lower bound is $5\ \mathrm{\mu s}/88.7=56.4$ ns. It assumes that the electron current can reach the saturated value immediately and that ions keep landing at the rate $J$. With the plasma potential fixed, the start of the reset drives the surface about 120 V above the plasma, which would repel the ions; without them the bound is $JT_b/J_{e0}=55.7$ ns. A real plasma changes its potential when an electrode is driven positive, so 56.4 ns is not a recommended reset time. The grounded surfaces usually set a stricter limit. The net electron charge that lands on the wafer must be matched by ions landing on those surfaces if the plasma potential is to return to its initial value by the end of the reset. With equal ion current densities, this takes at least $T_b$ times the ratio of wafer area to grounded area, or 0.5 µs when the grounded area is ten times that of the wafer. The calculation below holds the plasma potential fixed and so leaves this limit out.

Take a reset of 1 µs, begun by raising the electrode by $45.5+141.2=186.7$ V. A numerical charge balance with the quasi-static sheath, fixed plasma potential and electron current limited to $J_{e0}$ was followed for five cycles. In the fifth cycle $\phi$ is 50 V at both ends of the ramp. Starting with an extra negative surface charge equal to $C$ times 60 V gives the same final value: the reset removes the memory of the initial charge. A constant offset of $V_a$ likewise has no lasting effect, since it drops out of $dV_a/dt$ and changes only the starting charge balance. With half the minimum reset time, however, the fifth ramp ends at 24.3 V. The reset cannot remove enough charge, and the surface must also collect electrons while it is supposed to be biased.

Ions also arrive during the reset. After the wafer has returned to its floating drop, their energy in this model is $13.5+2.16\simeq15.7$ eV. With $T_b=5$ µs and $T_r=1$ µs, the reset occupies one sixth of the cycle. The narrow peak near 52 eV therefore describes the bias phase, not the distribution over the whole cycle.

Secondary electrons change the current that should be used in the ramp law. If each ion releases $\gamma$ electrons, the departing negative charge adds $\gamma J$ to the charging current, and the slope becomes

$$
S=\frac{(1+\gamma)J}{C}.
$$

For a rough value $\gamma=0.1$, neglecting this correction causes a loss of roughly 12 eV by the end of the phase. Imperfect contact under the wafer lowers the series capacitance. A vacuum gap of thickness $g$ increases the required slope by the factor

$$
1+\frac{g/\varepsilon_0}{d/(4\varepsilon_0)}=1+\frac{4g}{d},
$$

which is 1.08 for $g=10$ µm. If the ramp is left at its original value, $\phi$ falls by about 9 V during the bias phase.

The plasma potential can shift when the bias begins. Let grounded surfaces of area $A_g$ and a wafer of area $A_w$ receive the same ion current density. During the bias phase the wafer receives almost no electrons, so the grounded surfaces must receive enough to keep the plasma neutral:

$$
A_g\left(J-J_{e0}e^{-V_p/T_e}\right)+A_wJ=0,
\qquad
V_p=\phi_0-T_e\ln\left(1+\frac{A_w}{A_g}\right).
$$

For $A_g/A_w=10$ the shift is $-0.286$ V. In this balance it stays constant during the tuned ramp and so leaves the slope unchanged.

The chosen thickness, permittivity, electron temperature and ion current are illustrative, and all depend on the wafer and the reactor. Many inductive plasmas deliver a larger ion current, and the required slope grows in proportion. For the values assumed above, secondary emission, imperfect backside contact and nonuniform ion current each change the ion energy by several electronvolts or more. Collisions matter too. Dividing the charge of the expelled electrons by $en$ gives a sheath width of 1.89 mm. For argon at 2 mTorr and 300 K, with a rough collision cross section of $8\times10^{-15}$ cm², about 9% of the ions collide over that distance. They form a low-energy tail that no choice of ramp removes. By contrast, a rough resistivity of $10^{12}$ Ω cm gives a leakage of $1.9\times10^{-5}$ of the ion current for a voltage equal to the 186.7 V swing. The corresponding field, 0.0037 MV/cm, is small compared with the rough scale of tenths of a MV/cm for breakdown of bulk glass.

For a given ion current, pulse length and permittivity, the thickness of the insulator between driven electrode and wafer surface decides whether a ramp is needed at all. For a 100 nm film of the same permittivity on a conducting, directly driven substrate, the required slope at the same ion current is 5.65 V/ms. Over 5 µs this amounts to about 0.03 V, and a flat pulse is adequate. If that substrate is instead driven through an insulating chuck or a blocking capacitor, the smaller series capacitance governs the ramp, and the film thickness alone says little about the slope.
